# Triplet softening and the carbon–carbon coupling of ethylene: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Ethylene: triplet Hessian and 1J(CC) against the exact-exchange fraction.

Result under test: with E_xc = a*exact exchange + (1-a)*Slater + VWN, the lowest
eigenvalue of the real triplet Hessian M falls as a rises, while the contact (FC)
and spin-dipole (SD) couplings grow.  A spin-odd perturbation h gives the mixed
energy derivative -4 h_K M^-1 h_L.  N is the Hessian for imaginary rotations,
which governs the paramagnetic orbital term (PSO); DSO is the diamagnetic term.
K and L are the two carbon nuclei.  Atomic units inside, couplings in Hz.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf, dft, ao2mo, symm, lib

lib.num_threads(1)

# Molecule and basis
r_cc, r_ch, angle = 2.53, 2.05, 121.5
dz = -r_ch * np.cos(np.radians(angle))
dy = r_ch * np.sin(np.radians(angle))
atoms = [["C", (0, 0, r_cc / 2)], ["C", (0, 0, -r_cc / 2)]]
for side in (1, -1):
    for up in (1, -1):
        atoms.append(["H", (0, up * dy, side * (r_cc / 2 + dz))])
primitives = sorted({(shell[0], row[0]) for shell in gto.basis.load("ccpvdz", "C")
                     for row in shell[1:]})
top_s = max(e for l, e in primitives if l == 0)
primitives += [(0, top_s * 6.5), (0, top_s * 6.5**2)]
carbon_basis = [[l, [e, 1.0]] for l, e in primitives]
mol = gto.M(atom=atoms, unit="Bohr", basis={"C": carbon_basis, "H": "ccpvdz"},
            symmetry=True, verbose=0)
assert mol.groupname == "D2h"
mol_nosym = mol.copy()
mol_nosym.symmetry = False
nao, nocc = mol.nao_nr(), mol.nelectron // 2
eri = mol.intor("int2e", aosym="s8")
centres = mol.atom_coords()[:2]

grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"C": (50, 194), "H": (35, 110)}
grids.build()
coords, weights = grids.coords.copy(), grids.weights.copy()
ao = dft.numint.eval_ao(mol, coords)

# Conversion of the energy derivative to Hz; nuclear g factor of carbon-13 is an input
alpha = const.fine_structure
g_carbon = 1.4048
moment = g_carbon * const.m_e / (2 * const.m_p)
hartree_hz = const.physical_constants["hartree-hertz relationship"][0]
to_hz = moment**2 * hartree_hz

levi = np.zeros((3, 3, 3))
for p, q, r in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[p, q, r], levi[p, r, q] = 1, -1


def nuclear_operators(centre):
    """AO matrices: delta function, spin-dipole tensor, (r x grad)/r^3."""
    with mol.with_rinv_origin(centre):
        second = mol.intor("int1e_ipiprinv", 9).reshape(3, 3, nao, nao)
        mixed = mol.intor("int1e_iprinvip", 9).reshape(3, 3, nao, nao)
    tensor = second + mixed
    tensor = tensor + tensor.transpose(0, 1, 3, 2)
    value = dft.numint.eval_ao(mol, centre.reshape(1, 3))[0]
    delta = np.outer(value, value)
    trace = np.einsum("uuij->ij", tensor)
    # Laplacian of 1/r is -4 pi delta: compares two different integral routes
    assert np.abs(trace + 4 * np.pi * delta).max() < 1e-6 * np.abs(trace).max()
    dipole = tensor - np.einsum("uv,ij->uvij", np.eye(3), trace) / 3
    orbital = np.einsum("uvw,vwij->uij", levi, mixed)
    return delta, dipole, orbital


operators = [nuclear_operators(c) for c in centres]


def solver(molecule, fraction, with_dft, polarized):
    if with_dft:
        s = (dft.UKS if polarized else dft.RKS)(molecule)
        s.xc = "%.2f*HF + %.2f*LDA, VWN" % (fraction, 1 - fraction)
        s.grids = grids
        s.small_rho_cutoff = 0
    else:
        s = (scf.UHF if polarized else scf.RHF)(molecule)
    s._eri = eri
    s.chkfile = None
    s.conv_tol, s.conv_tol_grad, s.max_cycle = 1e-10, 1e-6, 80
    return s


def diamagnetic(points, w, density):
    a, b = points - centres[0], points - centres[1]
    ra, rb = np.linalg.norm(a, axis=1), np.linalg.norm(b, axis=1)
    integral = np.sum(w * density * np.sum(a * b, axis=1) / (ra * rb)**3)
    return to_hz * alpha**4 * 2 / 3 * integral


def rotation_matrix(vector, size, sign):
    k = np.zeros((size, size))
    block = vector.reshape(nocc, size - nocc)
    k[nocc:, :nocc] = block.T
    k[:nocc, nocc:] = sign * block
    return k


def check_integrals(orbitals):
    """Quadrature of SD and PSO operators over valence occupied orbitals."""
    ao1 = dft.numint.eval_ao(mol, coords, deriv=1)
    valence = orbitals[:, 2:nocc]
    psi = ao1[0] @ valence
    grad = np.array([ao1[k] @ valence for k in (1, 2, 3)])
    rel = coords - centres[0]
    dist = np.linalg.norm(rel, axis=1)
    errors = []
    numeric = np.zeros((3, 3, psi.shape[1], psi.shape[1]))
    for u in range(3):
        for v in range(3):
            f = (3 * rel[:, u] * rel[:, v] - (u == v) * dist**2) / dist**5
            numeric[u, v] = psi.T @ ((weights * f)[:, None] * psi)
    analytic = np.einsum("pi,uvpq,qj->uvij", valence, operators[0][1], valence,
                         optimize=True)
    errors.append(np.abs(numeric - analytic).max() / np.abs(analytic).max())
    numeric = np.zeros((3, psi.shape[1], psi.shape[1]))
    for u in range(3):
        v, w = (u + 1) % 3, (u + 2) % 3
        turn = rel[:, v, None] * grad[w] - rel[:, w, None] * grad[v]
        numeric[u] = psi.T @ ((weights / dist**3)[:, None] * turn)
    analytic = np.einsum("pi,upq,qj->uij", valence, operators[0][2], valence,
                         optimize=True)
    # An overall operator sign cancels in the coupling, so it is aligned here
    numeric *= np.sign(np.sum(numeric * analytic))
    errors.append(np.abs(numeric - analytic).max() / np.abs(analytic).max())
    assert max(errors) < 5e-3, errors
    return errors


cases = [(0.0, True), (0.25, True), (0.5, True), (0.75, True), (1.0, True),
         (1.0, False)]
rows, checks = [], {}
dm_guess = None
for fraction, with_dft in cases:
    mf = solver(mol, fraction, with_dft, False)
    mf.kernel(dm0=dm_guess)
    assert mf.converged
    c = np.array(mf.mo_coeff)
    energy = np.array(mf.mo_energy)
    assert np.all(np.array(mf.mo_occ)[:nocc] == 2)
    dm_guess = 2 * c[:, :nocc] @ c[:, :nocc].T
    co, cv = c[:, :nocc], c[:, nocc:]
    nmo, nvir = c.shape[1], cv.shape[1]
    dim = nocc * nvir
    ijab = ao2mo.kernel(eri, (co, co, cv, cv), compact=False)
    iajb = ao2mo.kernel(eri, (co, cv, co, cv), compact=False)
    direct = ijab.reshape(nocc, nocc, nvir, nvir).transpose(0, 2, 1, 3)
    direct = direct.reshape(dim, dim)
    crossed = iajb.reshape(nocc, nvir, nocc, nvir).transpose(0, 3, 2, 1)
    crossed = crossed.reshape(dim, dim)
    gap = (energy[None, nocc:] - energy[:nocc, None]).ravel()
    exchange = -fraction * (direct + crossed)
    phi_o, phi_v = ao @ co, ao @ cv
    rho = 2 * np.sum(phi_o**2, axis=1)
    kernel = np.zeros((dim, dim))
    if with_dft:
        f2 = np.asarray(dft.libxc.eval_xc(mf.xc, (rho / 2, rho / 2), spin=1,
                                          deriv=2)[2][0])
        if f2.shape[0] == 3:
            f2 = f2.T
        wf = np.where(rho > 1e-9, weights * (f2[:, 0] - f2[:, 1]), 0.0)
        # Excitations of different symmetry do not couple through the kernel
        irrep = np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, c))
        pair_irrep = (irrep[:nocc, None] ^ irrep[None, nocc:]).ravel()
        for label in np.unique(pair_irrep):
            idx = np.where(pair_irrep == label)[0]
            pair = phi_o[:, idx // nvir] * phi_v[:, idx % nvir]
            kernel[np.ix_(idx, idx)] = 2 * pair.T @ (wf[:, None] * pair)
    triplet = np.diag(gap) + exchange + kernel
    imaginary = np.diag(gap) - fraction * (direct - crossed)
    eig, vec = np.linalg.eigh(triplet)
    low = vec[:, 0]

    # Energy of determinants with opposite rotations for the two spins
    uks = solver(mol_nosym, fraction, with_dft, True)
    step = 0.01
    turn = expm(step * rotation_matrix(low, nmo, -1))
    ca, cb = c @ turn[:, :nocc], c @ turn.T[:, :nocc]
    e_turn = uks.energy_tot(np.array([ca @ ca.T, cb @ cb.T]))
    e_zero = uks.energy_tot(np.array([dm_guess / 2, dm_guess / 2]))
    curvature = (e_turn - e_zero) / (2 * step**2)
    assert abs(curvature - eig[0]) < 3e-4, (fraction, curvature, eig[0])

    # Occupied-virtual blocks and couplings
    deltas, dipoles, orbitals = [], [], []
    for delta, dipole, orbital in operators:
        deltas.append((co.T @ delta @ cv).ravel())
        dipoles.append(np.array([(co.T @ m @ cv).ravel()
                                 for m in dipole.reshape(9, nao, nao)]))
        orbitals.append(np.array([(co.T @ m @ cv).ravel() for m in orbital]))
    fc = [4 * np.pi / 3 * alpha**2 * (d @ vec) for d in deltas]
    sd = [0.5 * alpha**2 * (d @ vec) for d in dipoles]
    fc_modes = -4 * to_hz * fc[0] * fc[1] / eig
    sd_modes = -4 / 3 * to_hz * np.sum(sd[0] * sd[1], axis=0) / eig
    pso = -4 / 3 * to_hz * alpha**4 * np.sum(
        orbitals[0] * np.linalg.solve(imaginary, orbitals[1].T).T)
    dso = diamagnetic(coords, weights, rho)
    if with_dft:
        # The soft mode is odd under exchange of the two carbons
        assert abs(fc[0][0] + fc[1][0]) < 1e-3 * abs(fc[0][0])
        assert np.abs(sd[0][:, 0] + sd[1][:, 0]).max() < 1e-3 * np.abs(sd[0][:, 0]).max()
    homo_at_c = dft.numint.eval_ao(mol, centres) @ c[:, nocc - 1]
    assert np.abs(homo_at_c).max() < 1e-6
    pi_share = np.sum(low.reshape(nocc, nvir)[nocc - 1]**2)
    assert pi_share > 0.5
    rows.append(dict(name="%.2f" % fraction if with_dft else "HF", eig=eig[0],
                     curv=curvature, gap=low**2 @ gap, ex=low @ exchange @ low,
                     ker=low @ kernel @ low, pi=pi_share, fc=fc_modes.sum(),
                     sd=sd_modes.sum(), pso=pso, dso=dso, fc1=fc_modes[0],
                     sd1=sd_modes[0]))

    if with_dft and fraction == 0.5:
        checks["integrals"] = check_integrals(c)
        # Self-consistent response to a contact field on the first carbon
        field = 1e-3
        core = uks.get_hcore()
        spin_core = np.array([core + field * operators[0][0],
                              core - field * operators[0][0]])
        plain_fock = uks.get_fock

        def field_fock(h1e=None, *args, **kwargs):
            return plain_fock(spin_core, *args, **kwargs)

        uks.get_fock = field_fock
        uks.conv_tol_grad = 2e-8
        uks.kernel(dm0=np.array([dm_guess / 2, dm_guess / 2]))
        assert uks.converged
        dm_spin = uks.make_rdm1()
        measured = np.sum((dm_spin[0] - dm_spin[1]) * operators[1][0]) / field
        predicted = -4 * deltas[0] @ np.linalg.solve(triplet, deltas[1])
        assert abs(measured / predicted - 1) < 1e-2, (measured, predicted)
        checks["field"] = (measured, predicted)
        # Energy curvature under an imaginary rotation, same for both spins
        n_eig, n_vec = np.linalg.eigh(imaginary)
        turn = expm(1j * step * rotation_matrix(n_vec[:, 0], nmo, 1))
        cc = c @ turn[:, :nocc]
        dm = 2 * cc @ cc.conj().T
        odd = np.ascontiguousarray(dm.imag)
        k_odd = mf.get_k(mol, odd, hermi=0)
        # Exchange self-energy of the odd part is a positive Coulomb integral
        e_imag = (mf.energy_tot(np.ascontiguousarray(dm.real))
                  - fraction / 4 * abs(np.sum(odd * k_odd)))
        n_curv = (e_imag - mf.energy_tot(dm_guess)) / (2 * step**2)
        assert abs(n_curv - n_eig[0]) < 3e-4, (n_curv, n_eig[0])
        checks["imaginary"] = (n_curv, n_eig[0])
        fine = dft.gen_grid.Grids(mol)
        fine.atom_grid = (70, 302)
        fine.build()
        fine_rho = 2 * np.sum((dft.numint.eval_ao(mol, fine.coords) @ co)**2, axis=1)
        dso_fine = diamagnetic(fine.coords, fine.weights, fine_rho)
        assert abs(dso_fine - dso) < 0.02
        checks["dso"] = (dso, dso_fine)

# Trends over the hybrid family, Hartree-Fock excluded
family = rows[:5]
series = {key: np.array([row[key] for row in family])
          for key in ("eig", "fc", "sd", "fc1", "sd1")}
assert np.all(series["eig"] > 0) and np.all(np.diff(series["eig"]) < 0)
assert np.all(np.diff(series["fc"]) > 0) and np.all(np.diff(series["sd"]) > 0)
assert series["fc1"][-1] > series["fc1"][0] > 0
assert series["sd1"][-1] > series["sd1"][0] > 0

print("CC, CH distances (bohr): %.2f %.2f; HCC (deg): %.1f" % (r_cc, r_ch, angle))
print("basis functions: %d; occupied orbitals: %d" % (nao, nocc))
print("carbon-13 nuclear g factor: %.4f" % g_carbon)
print("conversion C (Hz per a.u. of derivative): %.5e" % to_hz)
print("Lowest triplet eigenvalue and its parts (hartree); pi share")
print("a      eigenvalue  curvature  gap      exchange  kernel   pi share")
for r in rows:
    print("%-5s %9.5f %10.5f %9.5f %9.5f %9.5f %7.3f" % (
        r["name"], r["eig"], r["curv"], r["gap"], r["ex"], r["ker"], r["pi"]))
print("Couplings 1J(CC) (Hz)")
print("a          FC        SD       PSO       DSO     total")
for r in rows:
    total = r["fc"] + r["sd"] + r["pso"] + r["dso"]
    print("%-5s %9.2f %9.2f %9.2f %9.3f %9.2f" % (
        r["name"], r["fc"], r["sd"], r["pso"], r["dso"], total))
print("Lowest mode, rest (Hz); residue = mode*eigenvalue (Hz hartree)")
print("a      FC mode   FC rest   SD mode   SD rest   FC resid  SD resid")
for r in rows:
    print("%-5s %9.2f %9.2f %9.2f %9.2f %9.4f %9.4f" % (
        r["name"], r["fc1"], r["fc"] - r["fc1"], r["sd1"], r["sd"] - r["sd1"],
        r["fc1"] * r["eig"], r["sd1"] * r["eig"]))
print("a=0 to 1: eigenvalue ratio start/end: %.3f" % (
    series["eig"][0] / series["eig"][-1]))
for key in ("fc", "sd"):
    growth = series[key][-1] - series[key][0]
    mode_growth = series[key + "1"][-1] - series[key + "1"][0]
    print("%s growth (Hz): %.2f; end/start: %.3f; lowest-mode share: %.3f" % (
        key.upper(), growth, series[key][-1] / series[key][0], mode_growth / growth))
print("a=0.5 contact response, field/formula (a.u.): %.5f %.5f" % checks["field"])
print("a=0.5 imaginary curvature/eigenvalue (hartree): %.5f %.5f" % checks["imaginary"])
print("SD, PSO integral relative errors: %.1e %.1e" % tuple(checks["integrals"]))
print("a=0.5 DSO, working/fine grid (Hz): %.4f %.4f" % checks["dso"])
print("tests ok")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 238, in <module>
    assert abs(measured / predicted - 1) < 1e-2, (measured, predicted)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError: (np.float64(1.756650863155687), np.float64(1.6733449408307024))
```

The author's reading of the failure: The finite-field test used a contact field of 1e-3, which is too strong for linear response. The tightest s function on carbon has a squared value of about 8e7 at the nucleus, so the field shifted it by roughly a fifth of its kinetic energy, and the resulting quadratic error of a few percent matches the observed 5 percent. The field is now 2e-4, which should cut that error about 25-fold, to roughly 0.2 percent. The response formula, the tested quantity and the 1 percent tolerance are unchanged, and no case is removed.

Repair:

```diff
@@ -219,6 +219,8 @@
     if with_dft and fraction == 0.5:
         checks["integrals"] = check_integrals(c)
-        # Self-consistent response to a contact field on the first carbon
-        field = 1e-3
+        # Self-consistent response to a contact field on the first carbon.
+        # The field must stay weak even for the tightest s function, whose squared
+        # value at the nucleus is very large; the error is quadratic in the field.
+        field = 2e-4
         core = uks.get_hcore()
         spin_core = np.array([core + field * operators[0][0],
@@ -296,4 +298,5 @@
     print("%s growth (Hz): %.2f; end/start: %.3f; lowest-mode share: %.3f" % (
         key.upper(), growth, series[key][-1] / series[key][0], mode_growth / growth))
+print("a=0.5 contact field strength (a.u.): %.1e" % field)
 print("a=0.5 contact response, field/formula (a.u.): %.5f %.5f" % checks["field"])
 print("a=0.5 imaginary curvature/eigenvalue (hartree): %.5f %.5f" % checks["imaginary"])
```

After the repair:

```
CC, CH distances (bohr): 2.53 2.05; HCC (deg): 121.5
basis functions: 76; occupied orbitals: 8
carbon-13 nuclear g factor: 1.4048
conversion C (Hz per a.u. of derivative): 9.62845e+08
Lowest triplet eigenvalue and its parts (hartree); pi share
a      eigenvalue  curvature  gap      exchange  kernel   pi share
0.00    0.14050    0.14051   0.21918   0.00000  -0.07868   0.991
0.25    0.10930    0.10931   0.30926  -0.14586  -0.05411   0.990
0.50    0.07919    0.07920   0.40137  -0.29411  -0.02807   0.988
0.75    0.05029    0.05031   0.49510  -0.44390  -0.00092   0.986
1.00    0.02265    0.02267   0.59022  -0.59470   0.02712   0.984
HF     -0.00217   -0.00215   0.59519  -0.59736   0.00000   0.977
Couplings 1J(CC) (Hz)
a          FC        SD       PSO       DSO     total
0.00      60.39      2.24     -9.56     0.075     53.15
0.25      68.88      3.14     -9.65     0.074     62.45
0.50      80.16      4.69     -9.71     0.072     75.22
0.75      98.34      7.90     -9.73     0.071     96.59
1.00     146.70     18.66     -9.72     0.069    155.71
HF      -749.33   -197.97     -9.46     0.069   -956.68
Lowest mode, rest (Hz); residue = mode*eigenvalue (Hz hartree)
a      FC mode   FC rest   SD mode   SD rest   FC resid  SD resid
0.00       2.01     58.38      3.55     -1.31    0.2823    0.4989
0.25       4.69     64.18      4.52     -1.37    0.5128    0.4937
0.50       9.93     70.24      6.11     -1.42    0.7862    0.4840
0.75      21.80     76.54      9.37     -1.47    1.0963    0.4713
1.00      63.61     83.08     20.17     -1.51    1.4409    0.4569
HF      -834.11     84.79   -196.45     -1.52    1.8123    0.4268
a=0 to 1: eigenvalue ratio start/end: 6.203
FC growth (Hz): 86.30; end/start: 2.429; lowest-mode share: 0.714
SD growth (Hz): 16.42; end/start: 8.338; lowest-mode share: 1.012
a=0.5 contact field strength (a.u.): 2.0e-04
a=0.5 contact response, field/formula (a.u.): 1.67650 1.67334
a=0.5 imaginary curvature/eigenvalue (hartree): 0.23040 0.23040
SD, PSO integral relative errors: 2.0e-05 3.4e-06
a=0.5 DSO, working/fine grid (Hz): 0.0724 0.0724
tests ok
```
